# Radiation damping from coil feedback: sech burst and maser threshold

A pulse turns the magnetization of a sample of hydrogen nuclei almost upside down, 0.020 rad short of $\pi$. The part left precessing is 2% of the full magnetization $M_0$. In a coil with quality factor $Q=100$ the signal then grows, with no further drive, until the precessing part reaches 75% of $M_0$. The peak comes $3.60\times10^{13}\ \hbar/\mathrm{eV}$ (23.7 ms) after the pulse. With $Q=20$ and everything else unchanged, the signal falls from the start. What makes it grow, and where is the border?

## 1. The field that the spins make through the coil

The algebra is in atomic units, $\hbar=m_e=e=4\pi\epsilon_0=1$. The field equations keep their SI form, and since $\epsilon_0\mu_0c^2=1$ and $c=1/\alpha$, they contain $\mu_0=4\pi\alpha^2$.

A static field $B_0$ points along $z$, the coil axis along $x$. The magnetization $\mathbf M$ is uniform over the sample volume $V$, and $\gamma>0$. Unit current in the coil makes a field $b$ along $x$, also uniform over the sample.

**Flux.** Replace one nuclear moment by a small loop with current $I'$ and area vector $\mathbf S$, so that $\mathbf m=I'\mathbf S$. A coil current $I$ sends the flux $I\,\mathbf b\cdot\mathbf S$ through this loop, so their mutual inductance is $\mathbf b\cdot\mathbf S$. Mutual inductance is symmetric, because the flux is the line integral of the vector potential:
$$L_{12}=\frac{\mu_0}{4\pi}\oint\!\!\oint\frac{d\mathbf l_1\cdot d\mathbf l_2}{|\mathbf r_1-\mathbf r_2|}.$$
The loop therefore sends the flux $I'\,\mathbf b\cdot\mathbf S=\mathbf b\cdot\mathbf m$ through the coil. Summed over the sample, $\Phi=bVM_x$.

**Current.** The coil, with inductance $L$, is in series with a resistance $R$ and a capacitance $C$. After the pulse there is no source, and
$$L\dot I+RI+\frac qC=-bV\dot M_x,\qquad \dot q=I. \tag{1}$$
The minus sign is that of induction; positive $I$ gives a field along $+x$. The circuit is tuned to the precession frequency, $\omega_0=\gamma B_0=1/\sqrt{LC}$. For an oscillation at $\omega_0$ the first and third terms cancel, leaving $RI=-bV\dot M_x$. The field on the sample is then
$$B_x=bI=-\frac{b^2V}{R}\dot M_x. \tag{2}$$

**Filling factor.** The magnetic energy can be written in two ways, $\tfrac12LI^2=\int (bI)^2/(2\mu_0)\,dV$, so $\int b^2dV=\mu_0L$ over all space. Let $\eta$ be the fraction of this energy inside the sample, $\eta=b^2V/(\mu_0L)$. With $Q=\omega_0L/R$,
$$\frac{b^2V}{R}=\frac{\eta\mu_0L}{R}=\frac{\mu_0\eta Q}{\omega_0},\qquad B_x=-\frac{\mu_0\eta Q}{\omega_0}\dot M_x. \tag{3}$$

## 2. A coil for which the filling factor is known

Take a spherical coil of radius $a$ with $N$ turns evenly spaced along its axis. At polar angle $\vartheta$ from that axis its surface current density per unit current is $N\sin\vartheta/(2a)$. Try a uniform field $b$ inside and a dipole field outside. Continuity of the radial component at $r=a$ fixes the outer field:
$$b_r=\frac{ba^3}{r^3}\cos\vartheta,\qquad b_\vartheta=\frac{ba^3}{2r^3}\sin\vartheta .$$
Inside, $b_\vartheta=-b\sin\vartheta$. The tangential jump is $\tfrac32b\sin\vartheta$, which has the angular form of the current and gives $b=\mu_0N/(3a)$. So the trial field is the solution.

The integral of $b^2$ inside is $\tfrac{4\pi}{3}a^3b^2$. Outside it is
$$b^2a^6\int_a^\infty\frac{dr}{r^4}\;2\pi\int_{-1}^{1}\Big(c^2+\frac{1-c^2}{4}\Big)dc=b^2a^6\cdot\frac1{3a^3}\cdot2\pi=\frac{2\pi}{3}a^3b^2 .$$
The total is $2\pi a^3b^2$. A concentric spherical sample of radius $r_s$ has
$$\eta=\frac{\tfrac{4\pi}{3}r_s^3}{2\pi a^3}=\frac23\Big(\frac{r_s}{a}\Big)^3 .$$
Even a full coil of this kind reaches only $\eta=2/3$, since a third of the energy lies outside. For $a=5.0\times10^7$ Å and $r_s=4.0\times10^7$ Å, $\eta=\tfrac23(0.8)^3=0.341$.

The spherical sample has another use. Its uniform magnetization acts as a surface current $M\sin\vartheta$, so the same matching gives $\tfrac32B=\mu_0M$. The sample's own field is $\tfrac23\mu_0\mathbf M$, parallel to $\mathbf M$, and exerts no torque. The feedback torque comes from the coil.

## 3. The torque, and the small-angle limit

With $\mathbf B=(B_x,0,B_0)$, the equation $\dot{\mathbf M}=\gamma\mathbf M\times\mathbf B$ reads
$$\dot M_x=\omega_0M_y,\quad \dot M_y=\gamma M_zB_x-\omega_0M_x,\quad \dot M_z=-\gamma M_yB_x. \tag{4}$$
Write $M_x=M_t\cos\varphi$ and $M_y=-M_t\sin\varphi$, with $\dot\varphi\approx\omega_0$. If $M_t$ changes little in a cycle, $\dot M_x=-\omega_0M_t\sin\varphi$, and (3) gives $B_x=\mu_0\eta QM_t\sin\varphi$. Therefore
$$\dot M_z=\gamma\mu_0\eta Q\,M_t^2\sin^2\varphi .$$
For the transverse length,
$$M_t\dot M_t=M_x\dot M_x+M_y\dot M_y=\gamma M_yM_zB_x=-\gamma\mu_0\eta Q\,M_zM_t^2\sin^2\varphi .$$
The average of $\sin^2\varphi$ over a cycle is $\tfrac12$. This half means that one of the two rotating parts of a linear field follows the spins. Hence
$$\dot M_t=-kM_zM_t,\qquad \dot M_z=kM_t^2,\qquad k=\tfrac12\mu_0\gamma\eta Q. \tag{5}$$
The phase obeys
$$\dot\varphi=\frac{M_y\dot M_x-M_x\dot M_y}{M_t^2}=\omega_0-\gamma\mu_0\eta QM_z\sin\varphi\cos\varphi .$$
The last term averages to zero, so to this order a tuned coil does not shift the frequency.

After a small pulse from equilibrium, $M_z\approx M_0$, and $M_t$ decays as $e^{-t/\tau}$ with
$$\boxed{\frac1\tau=kM_0=\tfrac12\mu_0\gamma\eta QM_0} \tag{6}$$
This is radiation damping. It needs no loss of phase between spins: the magnetization swings back to $z$ as one vector.

**Energy check.** The Zeeman energy $-VB_0M_z$ falls at the rate $VB_0kM_t^2$. The current amplitude is $bV\omega_0M_t/R$, so the mean heating of the resistance is
$$\frac R2\Big(\frac{bV\omega_0M_t}{R}\Big)^2=\frac{V\omega_0^2M_t^2}{2}\,\frac{b^2V}{R}=\frac{V\omega_0}{2}\mu_0\eta QM_t^2=VB_0kM_t^2,$$
where the last step uses $\omega_0=\gamma B_0$. The energy goes into the resistor, despite the name of the effect. Integrating (1) and (4) directly in the laboratory frame gives a ratio of heat to lost Zeeman energy of 1.00000. This balance follows from (1) and (4) for any tuning, up to the energy stored in the circuit, so it checks the bookkeeping and not the rate (6).

## 4. The rate for hydrogen nuclei

The hydrogen nucleus enters through its spin ½ and its $\gamma$; the other inputs are round model values. Its levels are $\mp\omega_0/2$, so the Boltzmann weights $e^{\pm\omega_0/2k_BT}$ give the polarization $P=\tanh(\omega_0/2k_BT)$. Each nucleus has a moment $\pm\gamma/2$ along $z$, and for number density $n$
$$M_0=\tfrac12n\gamma P,\qquad \frac1\tau=\tfrac14\,\mu_0\gamma^2\,nP\,\eta Q .$$
With $\hbar\omega_0=2.50\times10^{-6}$ eV and $k_BT=0.025$ eV, $P=5.0\times10^{-5}$. The density is 0.060 Å$^{-3}$, and $\mu_0(\hbar\gamma)^2=6.243\times10^{-9}$ eV Å$^3$. For $Q=100$,
$$\frac\hbar\tau=\tfrac14(6.243\times10^{-9})(0.060)(5.0\times10^{-5})(0.3413)(100)\ \mathrm{eV}=1.598\times10^{-13}\ \mathrm{eV}.$$
This is 243 s$^{-1}$, or $\tau=6.26\times10^{12}\ \hbar/\mathrm{eV}$ (4.12 ms).

The scale $\hbar\gamma\mu_0M_0=9.36\times10^{-15}$ eV is the field $\mu_0M_0$ expressed as an energy. It sets the size of the sample's own field, which for this sphere is parallel to $\mathbf M$ and causes no precession (section 2). The damping rate is larger than this scale by $\eta Q/2=17$, because by (3) the co-rotating part of the coil's field is $\eta Q/2$ times $\mu_0M_t$.

## 5. Any pulse angle: the sech

Equation (5) conserves $M_t^2+M_z^2$, since its derivative is $-2kM_zM_t^2+2kM_zM_t^2=0$. Set $M_z=M_0\cos\theta$ and $M_t=M_0\sin\theta$. The second equation becomes
$$-M_0\sin\theta\,\dot\theta=kM_0^2\sin^2\theta\quad\Rightarrow\quad\dot\theta=-\frac{\sin\theta}{\tau}. \tag{7}$$
This is the equation of an overdamped pendulum, with $\theta=\pi$ as its upright position. Because $\int d\theta/\sin\theta=\ln\tan(\theta/2)$,
$$\tan\frac\theta2=\tan\frac{\theta_0}2\,e^{-t/\tau}=e^{-x},\qquad x=\frac{t-t_0}\tau,\quad t_0=\tau\ln\tan\frac{\theta_0}2 .$$
The half-angle formulas now give
$$\sin\theta=\frac{2e^{-x}}{1+e^{-2x}}=\operatorname{sech}x,\qquad \cos\theta=\frac{1-e^{-2x}}{1+e^{-2x}}=\tanh x,$$
$$M_t=M_0\operatorname{sech}\frac{t-t_0}\tau,\qquad M_z=M_0\tanh\frac{t-t_0}\tau . \tag{8}$$
The signal is proportional to $M_t$, because the coil current is.

Three limits show how the pulse angle acts:

- For small $\theta_0$, $t_0$ is large and negative. The signal is the tail of the sech, $2M_0e^{-(t-t_0)/\tau}=2M_0\tan(\theta_0/2)e^{-t/\tau}\approx M_0\theta_0e^{-t/\tau}$, as in section 3.
- For $\theta_0=\pi/2$, $t_0=0$: the signal starts at its maximum.
- For $\theta_0=\pi$, (7) gives $\dot\theta=0$. Perfect inversion has no signal in this model, which contains no noise. The sech after inversion needs a seed.

For $\theta_0=\pi-\delta$ with small $\delta$, $\tan(\theta_0/2)=\cot(\delta/2)\approx2/\delta$. Here $\delta=0.020$, so $t_0=\tau\ln100=4.605\,\tau=2.88\times10^{13}\ \hbar/\mathrm{eV}$ (19.0 ms). The seed moves the burst in time but does not change its shape; halving $\delta$ delays it by $\tau\ln2$. Half height is at $\cosh x=2$, so the full width is $2\operatorname{arcosh}(2)\,\tau=2.634\,\tau=1.65\times10^{13}\ \hbar/\mathrm{eV}$.

This accounts for a burst, but it would occur at any $Q$, later and wider for a poor coil. The silence at $Q=20$ needs another ingredient.

## 6. Transverse relaxation

Let the transverse components also decay at the rate $1/T_2$, the same for all spins. A spread of precession frequencies is a different problem, because one $M_t$ no longer describes the sample. In a real liquid a decay as fast as the one used below (16.5 ms) usually comes from such a spread, so the peak height and final $M_z$ found here are model values. Longitudinal relaxation is left out for now, so the burst must be over long before $T_1$; in the example below, $T_1=1$ s already lowers the peak from 75% to about 71% of $M_0$. Then
$$\dot M_t=-\Big(kM_z+\frac1{T_2}\Big)M_t,\qquad \dot M_z=kM_t^2. \tag{9}$$
The length of $\mathbf M$ is no longer conserved. But the bracket suggests the shifted variable $u=M_z+1/(kT_2)$, for which
$$\dot M_t=-kuM_t,\qquad\dot u=kM_t^2 .$$
These are equations (5) again, so $u^2+M_t^2=A^2$ is constant. Then $\dot u=k(A^2-u^2)$, which integrates to a tanh:
$$M_t=A\operatorname{sech}[kA(t-t_0)],\qquad M_z=A\tanh[kA(t-t_0)]-\frac1{kT_2}. \tag{10}$$
At $t=0$, $u(0)=-A\tanh(kAt_0)$, so $kAt_0=-\operatorname{artanh}[u(0)/A]$. Relaxation leaves the sech form intact but changes its height and time scale.

**Two limits.** For $T_2\to\infty$, $A=M_0$ and
$$-\operatorname{artanh}(\cos\theta_0)=\tfrac12\ln\frac{1-\cos\theta_0}{1+\cos\theta_0}=\ln\tan\frac{\theta_0}2,$$
which returns (8). For weak feedback, $k\to0$, the bracket in (9) tends to $1/T_2$ and the signal decays as $e^{-t/T_2}$.

**Numbers.** Take $\hbar/T_2=4.00\times10^{-14}$ eV. Then $1/(kT_2M_0)=\tau/T_2=0.400/1.598=0.250$. With $\cos\theta_0=-0.9998$,
$$\frac{u(0)}{M_0}=-0.9998+0.2503=-0.7495,\qquad \frac A{M_0}=\sqrt{0.7495^2+0.0200^2}=0.7498 .$$
This is the 75% of the opening. For the delay, use $A^2-u(0)^2=M_t(0)^2$. When $u(0)<0$,
$$kAt_0=\tfrac12\ln\frac{A+|u(0)|}{A-|u(0)|}=\ln\frac{A+|u(0)|}{M_t(0)}=\ln\frac{1.4993}{0.0200}=4.317 .$$
Thus $t_0=(4.317/0.7498)\,\tau=5.76\,\tau=3.60\times10^{13}\ \hbar/\mathrm{eV}$, the delay quoted at the start. The width grows by $1/0.7498$, to $2.20\times10^{13}\ \hbar/\mathrm{eV}$.

Long after the burst, $M_z=A-1/(kT_2)=(0.7498-0.2503)M_0=0.50M_0$. Recovery stops at half of $M_0$, three quarters of the way from $-M_0$ to $+M_0$. The coil only turns $\mathbf M$, while by (9) $d(M_t^2+M_z^2)/dt=-2M_t^2/T_2$, so the vector shortens during the burst, and it ends along $z$ with this reduced length. The rest is left to $T_1$.

## 7. The threshold

At the end of the pulse, (9) gives
$$\frac{\dot M_t}{M_t}\bigg|_{0}=-\frac{\cos\theta_0}\tau-\frac1{T_2}. \tag{11}$$
The signal grows at first if $-\cos\theta_0>\tau/T_2$. For a small seed on an inverted sample this becomes
$$\boxed{T_2>\tau,\quad\text{or}\quad\tfrac12\mu_0\gamma\eta QM_0T_2>1} \tag{12}$$
Below threshold $u(0)>0$. Since $\dot u\ge0$, $u$ stays positive, and the signal falls at all later times too.

Because $1/\tau$ is proportional to $Q$, the border in the example is $Q=100\times0.2503=25$. The two coils of the opening lie on either side:

- $Q=100$: the growth rate times $\hbar$ is $1.598\times10^{-13}-0.400\times10^{-13}=1.20\times10^{-13}$ eV.
- $Q=20$: $\hbar/\tau=3.20\times10^{-14}$ eV, $\tau/T_2=1.25$, and the same difference is $-8.0\times10^{-15}$ eV.

Near the border the burst fades continuously. For a vanishing seed above threshold, $A=M_0(1-\tau/T_2)$. The peak goes to zero as $T_2\to\tau$, and the final $M_z=M_0(1-2\tau/T_2)$ goes to $-M_0$.

## 8. Does a slow coil move the threshold?

Equation (2) lets the current follow the spins at once. To relax this, write $I=\mathrm{Re}[\mathcal I(t)e^{-i\omega_0t}]$ and $M_x=\mathrm{Re}[m(t)e^{-i\omega_0t}]$ with slow amplitudes. Differentiate (1) once, and drop $\ddot{\mathcal I}$, $R\dot{\mathcal I}$ and the derivatives of $m$, which are small next to the terms kept. The terms $\mp\omega_0^2L\mathcal I$ cancel by tuning:
$$-2i\omega_0L\,\dot{\mathcal I}-i\omega_0R\,\mathcal I=bV\omega_0^2m .$$
Multiplication by $i/(2\omega_0L)$ gives
$$\dot{\mathcal I}+\kappa\,\mathcal I=\frac{ibV\omega_0}{2L}m,\qquad\kappa=\frac R{2L}=\frac{\omega_0}{2Q}.$$
For constant $m$ the current settles at $\mathcal I=ibV\omega_0m/R$, as in section 1. Let $c$ be the current amplitude divided by $ibV\omega_0/R$, so that $c=m$ when the coil keeps up. Near $M_z=-M_0$ the feedback term in (9) was $m/\tau$; it now becomes $c/\tau$:
$$\dot c=-\kappa(c-m),\qquad\dot m=\frac c\tau-\frac m{T_2}.$$
For solutions proportional to $e^{st}$, the first equation gives $(s+\kappa)c=\kappa m$. Inserted in the second,
$$\Big(s+\frac1{T_2}\Big)(s+\kappa)=\frac\kappa\tau . \tag{13}$$
The discriminant, $(\kappa-1/T_2)^2+4\kappa/\tau$, is positive, so both roots are real. Their sum is negative and their product is $\kappa(1/T_2-1/\tau)$. One root is positive precisely when $T_2>\tau$. A slow coil delays growth without moving the threshold, provided it is exactly tuned. If the circuit is detuned by $\Delta$, $\kappa$ in (13) is replaced by $\kappa+i\Delta$ on the left side, and setting $\mathrm{Re}\,s=0$ gives $T_2/\tau=1+\Delta^2/(\kappa+1/T_2)^2$. For a fast coil with $Q=100$, a detuning of 0.5% ($\Delta=\kappa$) doubles the $T_2$ needed.

For $\kappa\to\infty$, (13) returns $s=1/\tau-1/T_2$. A harder case is $\kappa=1/\tau$ with $\tau/T_2=0.25$:
$$s\tau=\tfrac12\big(-1.25+\sqrt{0.75^2+4}\big)=0.443,$$
instead of 0.75. The eigenvalues of the linearized laboratory equations also give 0.4430, and they put the threshold at $\tau/T_2=1.00000$.

In the example $\hbar\kappa=1.25\times10^{-8}$ eV, some $8\times10^4$ times $\hbar/\tau$, so the coil keeps up. The full nonlinear sech does require this. In laboratory-frame runs without $T_2$, with $Q=3$ (so $\kappa=\omega_0/6$) and $\theta_0=\pi-0.1$, the largest departure from (8) is 0.040 of $M_0$ at $1/\tau=0.002\,\omega_0$ and 0.020 of $M_0$ at half that rate. The error falls in proportion to the rate, as expected of a first-order lag.

## 9. From one burst to a steady maser

The burst spends the inversion. Ordinary relaxation cannot restore it: with $\dot M_z=kM_t^2+(M_0-M_z)/T_1$, both terms are positive for $M_z<M_0$. A continuous signal needs a pump. Let it drive $M_z$ towards $-M_0$ with time constant $T_1$, while $T_2$ stands for all transverse decay:
$$\dot M_z=kM_t^2-\frac{M_z+M_0}{T_1}. \tag{14}$$
In a steady state with $M_t\ne0$, the first of (9) requires $M_z=-1/(kT_2)=-M_0\tau/T_2$. Then (14) gives
$$M_t^2=\frac{M_0-M_0\tau/T_2}{kT_1}=M_0^2\,\frac\tau{T_1}\Big(1-\frac\tau{T_2}\Big). \tag{15}$$
The right side is positive under condition (12). The inversion is held at the value where gain balances loss; stronger pumping, meaning shorter $T_1$ at fixed $T_2$, raises the signal and leaves $M_z$ alone.

To see whether this state lasts, measure time in $\tau$ and magnetization in $M_0$. Let $m_s$ be the steady $M_t/M_0$ and $p=\tau/T_1$. Small deviations obey
$$\delta m'=-m_s\,\delta z,\qquad\delta z'=2m_s\,\delta m-p\,\delta z .$$
The matrix has trace $-p<0$ and determinant $2m_s^2>0$, so both eigenvalues have negative real parts and the state is stable as long as the coil keeps up. With the lag of section 8 the coil amplitude is a third variable, and the equations become the Lorenz equations with $\sigma=\kappa T_2$, $b=T_2/T_1$, $r=T_2/\tau$. Their steady state loses stability when $\sigma>b+1$ and $r>\sigma(\sigma+b+3)/(\sigma-b-1)$. Since this bound exceeds $\sigma$, instability needs $\kappa\tau<1$; for instance $\kappa\tau=0.2$ with $T_1=T_2=25\tau$ is unstable. The example, with $\kappa\tau\approx8\times10^4$, is far from this.

With a pump of $\hbar/T_1=1.00\times10^{-14}$ eV, $\tau/T_1=0.0626$. The steady values at $Q=100$ are $M_z=-0.25M_0$ and $M_t=M_0\sqrt{0.0626\times0.7497}=0.217M_0$. Integration from the small seed settles on them. At $Q=20$, with the same pump, it settles on $M_z=-M_0$ with no signal: the sample stays inverted and silent. The computed values are collected in the numerical output below.

## Computed values

```
TESTS (dimensionless)
lab run, max error, 1/tau=0.002 omega0: 0.0397
lab run, max error, 1/tau=0.001 omega0: 0.0198
lab run with tau/T2=0.3, max error: 0.0129
heat in R / Zeeman energy lost: 1.00000
threshold tau/T2, slow coil: 1.00000
growth*tau, slow coil, tau/T2=0.25, lab: 0.4430
growth*tau, slow coil, quadratic: 0.4430
INPUTS
coil radius: 5.0e+07 angstrom
sample radius: 4.0e+07 angstrom
density of nuclei: 0.060 angstrom^-3
hbar*omega0: 2.50e-06 eV
kB*T: 0.025 eV
Q: 100
pulse angle short of pi: 0.020 rad
hbar/T2: 4.00e-14 eV
hbar/T1 (pumped case only): 1.00e-14 eV
RATE
filling factor eta: 0.3413
polarization: 5.0000e-05
mu0*(hbar*gamma)^2: 6.2427e-09 eV angstrom^3
hbar*gamma*mu0*M0: 9.3640e-15 eV
hbar/tau: 1.5981e-13 eV
1/tau converted: 242.8 s^-1
tau: 6.2573e+12 hbar/eV
tau converted: 4.119 ms
hbar*kappa of coil: 1.250e-08 eV
tau/T2: 0.2503
BURST NO T2
peak M_t/M0: 1.0000
peak time: 2.8816e+13 hbar/eV
peak time converted: 18.97 ms
full width at half height: 1.6481e+13 hbar/eV
final M_z/M0: 1.0000
BURST WITH T2
peak M_t/M0: 0.7498
peak time: 3.6029e+13 hbar/eV
peak time converted: 23.71 ms
full width at half height: 2.1982e+13 hbar/eV
final M_z/M0: 0.4995
THRESHOLD
threshold Q: 25.03
hbar*initial growth rate, Q=100: 1.1978e-13 eV
hbar/tau, Q=20: 3.1963e-14 eV
tau/T2, Q=20: 1.2515
hbar*initial growth rate, Q=20: -8.0438e-15 eV
PUMPED STEADY STATE
tau/T1: 0.0626
M_z/M0: -0.2503
M_t/M0: 0.2166
```
